**Contact resistance from the transmission-line model**

The program tests $R_cW=\sqrt{\rho_cR_s}\coth(L/L_T)$ with $L_T=\sqrt{\rho_c/R_s}$, where $R_c$ is the contact resistance, $W$ the width, $L$ the contact length, $\rho_c$ the contact resistivity and $R_s$ the sheet resistance. For $L=10$ nm, $R_s=400\ \Omega$ per square and $\rho_c=10^{-9}\ \Omega\,\text{cm}^2$, the formula and a discrete resistor ladder both give 11.299 $\Omega\,\mu$m. Assertions compare the ladder with the formula for resistance, voltage profile, share of dissipated power and sensitivity to $\rho_c$. Others check the short-contact series symbolically and the uniform-current bound by quadrature. A two-dimensional finite-volume solution is asserted to approach the formula for a thin film, with the predicted leading correction. At a film depth of 10 nm it gives 12.46 $\Omega\,\mu$m, 10.3 percent above the formula. Wavevector counting checks the electron density and the ballistic floor of $\rho_c$, and quadrature checks the tunnelling exponent. The output also sizes the effects of the titanium layer and of film lost to silicide.

## Program and output

```python
"""
Result under test: a contact of length L on a film of sheet resistance Rs, with
contact resistivity rc, has the width-normalised resistance
    R = sqrt(rc*Rs) * coth(L/LT),   LT = sqrt(rc/Rs)   (transfer length).
Current enters at the front edge, none leaves the film at the back edge, and the
metal is an equipotential. For L = 10 nm, Rs = 400 ohm/sq, rc = 1e-9 ohm cm2 the
result is about 11.3 ohm um. The program also sizes effects the model neglects.
All internal quantities are in SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

NM = 1e-9
OHM_CM2 = 1e-4      # ohm m2 in one ohm cm2
OHM_UM = 1e-6       # ohm m in one ohm um


def contact_resistance(length, rc, rs):
    """Closed formula, ohm m."""
    return np.sqrt(rc * rs) / np.tanh(length / np.sqrt(rc / rs))


def ladder(length, rc, rs, cells=2000):
    """Resistor ladder carrying unit current per width: R, positions, voltages."""
    h = length / cells
    series = 1 / (rs * h)
    diagonal = np.full(cells, 2 * series + h / rc)
    diagonal[0] -= series
    diagonal[-1] -= series
    bands = np.zeros((3, cells))
    bands[0, 1:] = -series
    bands[1] = diagonal
    bands[2, :-1] = -series
    source = np.zeros(cells)
    source[0] = 1.0
    voltage = solve_banded((1, 1), bands, source)
    x = (np.arange(cells) + 0.5) * h
    return voltage[0] + rs * h / 2, x, voltage


def chain_matrix(n):
    """Connection matrix of n cells in a row with insulating ends."""
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])


def film_2d(length, rc, rs, depth, layers):
    """Contact resistance from the potential in a film of finite depth."""
    h = depth / layers
    rho = rs * depth
    n_access = 3 * layers
    n_contact = int(round(length / h))
    assert abs(n_contact * h - length) < 1e-6 * length
    nx = n_access + n_contact
    shunt = np.zeros((nx, layers))
    shunt[n_access:, 0] = h / (rc + rho * h / 2)
    matrix = (kron(chain_matrix(nx), identity(layers))
              + kron(identity(nx), chain_matrix(layers))) / rho
    matrix = (matrix + diags(shunt.ravel())).tocsc()
    source = np.zeros((nx, layers))
    source[0, :] = 1.0 / layers
    potential = spsolve(matrix, source.ravel()).reshape(nx, layers)
    return potential[0].mean() - rs * (n_access * h - h / 2)


# Given data
L = 10 * NM
Rs = 400.0
rc = 1e-9 * OHM_CM2
LT = np.sqrt(rc / Rs)
u = L / LT
R = contact_resistance(L, rc, Rs)

# Ladder against the closed resistance and voltage profile
R_ladder, x, V = ladder(L, rc, Rs)
assert abs(R_ladder / R - 1) < 1e-6
V_formula = np.sqrt(rc * Rs) * np.cosh((L - x) / LT) / np.sinh(u)
assert np.max(np.abs(V / V_formula - 1)) < 1e-6
lengths = np.array([5, 10, 20, 40, 80]) * NM
for test_length in lengths:
    numeric = ladder(test_length, rc, Rs)[0]
    assert abs(numeric / contact_resistance(test_length, rc, Rs) - 1) < 1e-5
R_long = np.sqrt(rc * Rs)
assert abs(ladder(10 * LT, rc, Rs, 10000)[0] / R_long - 1) < 1e-5

# Short-contact series and the bounds from dissipation
z = sp.symbols("z", positive=True)
series = sp.series(z * sp.cosh(z) / sp.sinh(z), z, 0, 6).removeO()
assert sp.simplify(series - (1 + z**2 / 3 - z**4 / 45)) == 0
term_interface = rc / L
term_film = Rs * L / 3
term_next = -Rs**2 * L**3 / (45 * rc)
uniform_power = quad(lambda s: rc / L + Rs * L * (1 - s)**2, 0, 1)[0]
assert abs(uniform_power / (term_interface + term_film) - 1) < 1e-10
assert term_interface < R_ladder < uniform_power
assert abs((term_interface + term_film + term_next) / R_ladder - 1) < 1e-3

# Interface share of dissipation equals the logarithmic sensitivity to rc
share = 0.5 + u / np.sinh(2 * u)
share_power = np.sum(V**2 / rc) * (x[1] - x[0]) / R_ladder
step = 1e-3
share_slope = (np.log(ladder(L, rc * np.exp(step), Rs)[0])
               - np.log(ladder(L, rc * np.exp(-step), Rs)[0])) / (2 * step)
assert abs(share_power - share) < 1e-5
assert abs(share_slope - share) < 1e-5

# Finite film depth: thin-film limit, leading correction, actual depth
thin = 1 * NM
R_thin = film_2d(L, rc, Rs, thin, 10)
assert abs(R_thin / R - 1) < 3e-3
thin_shift = contact_resistance(L, rc + Rs * thin**2 / 3, Rs) - R
# 5 percent allows for the edge correction, of higher order in depth/length
assert abs((R_thin - R) / thin_shift - 1) < 0.05
depth = 10 * NM
R_2d_coarse = film_2d(L, rc, Rs, depth, 20)
R_2d = film_2d(L, rc, Rs, depth, 40)
assert abs(R_2d_coarse / R_2d - 1) < 5e-3
assert R_2d > R
R_depth_simple = contact_resistance(L, rc + Rs * depth**2 / 3, Rs)

# Titanium layer in series, and film depth lost to silicide
ti_thickness = 5 * NM
ti_resistivity = 100e-8
R_ti = contact_resistance(L, rc + ti_resistivity * ti_thickness, Rs)
consumed = 3 * NM
Rs_consumed = Rs * depth / (depth - consumed)
R_consumed = contact_resistance(L, rc, Rs_consumed)

# Carriers in heavily doped n-type silicon, rough parameters
mobility = 60e-4
valleys = 6
m_long, m_trans = 0.92 * const.m_e, 0.19 * const.m_e
permittivity = 11.7 * const.epsilon_0
temperature = 300.0
resistivity = Rs * depth
density = 1 / (const.e * resistivity * mobility)
kF = (3 * np.pi**2 * density / valleys)**(1 / 3)
m_dos = (m_long * m_trans**2)**(1 / 3)
fermi = (const.hbar * kF)**2 / (2 * m_dos) / const.e
free_path = const.hbar * kF * mobility / const.e
kT = const.k * temperature / const.e

# Ballistic floor for current along a cubic axis
axis_ratio = np.sqrt(m_long / m_trans)
G0 = const.physical_constants["conductance quantum"][0]
mode_sum = 2 * axis_ratio**(-2 / 3) + 4 * axis_ratio**(1 / 3)
rc_floor = 4 * np.pi / (G0 * kF**2 * mode_sum)

# Count allowed wavevectors, in units of kF
spacing = 0.04
k = (np.arange(-45, 45) + 0.5) * spacing
k_t, k_l = axis_ratio**(-1 / 3), axis_ratio**(2 / 3)
ka, kb, kc = np.meshgrid(k, k, k, indexing="ij", sparse=True)
n_states = np.count_nonzero((ka / k_t)**2 + (kb / k_t)**2 + (kc / k_l)**2 < 1)
density_count = 2 * valleys * n_states * (spacing * kF / (2 * np.pi))**3
assert abs(density_count / density - 1) < 0.01
k1, k2 = np.meshgrid(k, k, indexing="ij")
n_modes = (2 * np.count_nonzero((k1 / k_t)**2 + (k2 / k_t)**2 < 1)
           + 4 * np.count_nonzero((k1 / k_t)**2 + (k2 / k_l)**2 < 1))
floor_count = 1 / (G0 * n_modes * (spacing * kF / (2 * np.pi))**2)
# 2 percent covers the granularity of the wavevector grid
assert abs(floor_count / rc_floor - 1) < 0.02

# Tunnelling through the depletion barrier
barrier = 0.5
m_tunnel = 3 / (1 / m_long + 2 / m_trans)
E00 = const.hbar / 2 * np.sqrt(density / (m_tunnel * permittivity))
width = np.sqrt(2 * permittivity * barrier / (const.e * density))
wkb = quad(lambda y: 2 * width / const.hbar * np.sqrt(
    2 * m_tunnel * const.e * barrier * (1 - y)**2), 0, 1)[0]
assert abs(wkb / (barrier / E00) - 1) < 1e-8

# Operating point
drive = 1e-3 / 1e-6
drop = drive * R
j_front = drop / rc
j_ratio = np.cosh(u)
assert abs(V[0] / V[-1] / j_ratio - 1) < 1e-3

print(f"Contact length: {L/NM:.1f} nm")
print(f"Sheet resistance: {Rs:.0f} ohm per square")
print(f"Contact resistivity: {rc/OHM_CM2:.2e} ohm cm2")
print(f"Transfer length: {LT/NM:.2f} nm")
print(f"Length / transfer length: {u:.4f}")
print(f"coth of that ratio: {1/np.tanh(u):.4f}")
print(f"Long-contact limit: {R_long/OHM_UM:.3f} ohm um")
print(f"CONTACT RESISTANCE, formula: {R/OHM_UM:.3f} ohm um")
print(f"Contact resistance, ladder: {R_ladder/OHM_UM:.3f} ohm um")
print(f"Contact resistance, SI: {R:.4e} ohm m")
print(f"Series term rc/L: {term_interface/OHM_UM:.3f} ohm um")
print(f"Series term Rs L/3: {term_film/OHM_UM:.3f} ohm um")
print(f"Next series term: {term_next/OHM_UM:.4f} ohm um")
print(f"Uniform-current upper bound: {uniform_power/OHM_UM:.3f} ohm um")
for a in lengths:
    print(f"R at L = {a/NM:.0f} nm: "
          f"{contact_resistance(a, rc, Rs)/OHM_UM:.3f} ohm um")
print(f"Interface share of power: {100*share:.1f} percent")
print(f"Film share of power: {100*(1-share):.1f} percent")
print(f"Front/back interface current density: {j_ratio:.3f}")
print(f"Film depth: {depth/NM:.1f} nm")
print(f"R with 2D flow in film: {R_2d/OHM_UM:.2f} ohm um")
print(f"Change from 2D flow: {100*(R_2d/R-1):.1f} percent")
print(f"R with simple depth correction: {R_depth_simple/OHM_UM:.2f} ohm um")
print(f"Thin test film depth: {thin/NM:.1f} nm")
print(f"2D shift, thin test film: {(R_thin-R)/OHM_UM:.4f} ohm um")
print(f"Predicted shift, thin film: {thin_shift/OHM_UM:.4f} ohm um")
print(f"Ti thickness: {ti_thickness/NM:.1f} nm")
print(f"Ti resistivity (rough): {ti_resistivity*1e8:.0f} microohm cm")
print(f"R with Ti layer in series: {R_ti/OHM_UM:.2f} ohm um")
print(f"Film depth lost to silicide: {consumed/NM:.1f} nm")
print(f"Sheet resistance after loss: {Rs_consumed:.0f} ohm per square")
print(f"R after silicide loss: {R_consumed/OHM_UM:.2f} ohm um")
print(f"Mobility (rough): {mobility*1e4:.0f} cm2/Vs")
print(f"Film resistivity: {resistivity*100:.2e} ohm cm")
print(f"Electron density: {density*1e-6:.2e} cm^-3")
print(f"Fermi energy above band edge: {fermi:.3f} eV")
print(f"Thermal energy at {temperature:.0f} K: {kT:.4f} eV")
print(f"Mean free path (rough): {free_path/NM:.1f} nm")
print(f"Ballistic floor of rc: {rc_floor/OHM_CM2:.2e} ohm cm2")
print(f"Mode count, anisotropic/isotropic: {mode_sum/valleys:.3f}")
print(f"Barrier height (rough): {barrier:.2f} eV")
print(f"Depletion width: {width/NM:.2f} nm")
print(f"Tunnelling energy E00: {E00:.3f} eV")
print(f"WKB exponent: {wkb:.2f}")
print(f"Thermal energy / E00: {kT/E00:.3f}")
print(f"Drive current: {drive*1e-3:.2f} mA/um")
print(f"Voltage at front edge: {drop*1e3:.2f} mV")
print(f"Front voltage / (E00/q): {drop/E00:.3f}")
print(f"Front current density: {j_front*1e-4:.2e} A/cm2")
print("PASS")
```

It prints:

```
Contact length: 10.0 nm
Sheet resistance: 400 ohm per square
Contact resistivity: 1.00e-09 ohm cm2
Transfer length: 15.81 nm
Length / transfer length: 0.6325
coth of that ratio: 1.7865
Long-contact limit: 6.325 ohm um
CONTACT RESISTANCE, formula: 11.299 ohm um
Contact resistance, ladder: 11.299 ohm um
Contact resistance, SI: 1.1299e-05 ohm m
Series term rc/L: 10.000 ohm um
Series term Rs L/3: 1.333 ohm um
Next series term: -0.0356 ohm um
Uniform-current upper bound: 11.333 ohm um
R at L = 5 nm: 20.662 ohm um
R at L = 10 nm: 11.299 ohm um
R at L = 20 nm: 7.420 ohm um
R at L = 40 nm: 6.405 ohm um
R at L = 80 nm: 6.325 ohm um
Interface share of power: 88.8 percent
Film share of power: 11.2 percent
Front/back interface current density: 1.207
Film depth: 10.0 nm
R with 2D flow in film: 12.46 ohm um
Change from 2D flow: 10.3 percent
R with simple depth correction: 12.64 ohm um
Thin test film depth: 1.0 nm
2D shift, thin test film: 0.0133 ohm um
Predicted shift, thin film: 0.0134 ohm um
Ti thickness: 5.0 nm
Ti resistivity (rough): 100 microohm cm
R with Ti layer in series: 11.80 ohm um
Film depth lost to silicide: 3.0 nm
Sheet resistance after loss: 571 ohm per square
R after silicide loss: 11.84 ohm um
Mobility (rough): 60 cm2/Vs
Film resistivity: 4.00e-04 ohm cm
Electron density: 2.60e+20 cm^-3
Fermi energy above band edge: 0.140 eV
Thermal energy at 300 K: 0.0259 eV
Mean free path (rough): 4.3 nm
Ballistic floor of rc: 2.15e-10 ohm cm2
Mode count, anisotropic/isotropic: 1.064
Barrier height (rough): 0.50 eV
Depletion width: 1.58 nm
Tunnelling energy E00: 0.172 eV
WKB exponent: 2.90
Thermal energy / E00: 0.150
Drive current: 1.00 mA/um
Voltage at front edge: 11.30 mV
Front voltage / (E00/q): 0.066
Front current density: 1.13e+07 A/cm2
PASS
```
